# Quantum capacitance of graphene at finite temperature and at neutrality

Take a model graphene sheet with hopping energy $3$ eV and bond length $1.4$ Å, at a thermal energy of $0.025$ eV. At neutrality its net charge is zero, and so is its density of states at the electrochemical potential. Its quantum capacitance is nevertheless $0.891$ µF/cm². The zero-temperature expression, which is proportional to that density of states, gives zero. The difference comes from electrons and holes excited by heat.

## Setting and sign conventions

The algebra is in atomic units, so the elementary charge and $\hbar$ equal one and an electron has charge $-1$. The thermal energy is $\tau=k_BT>0$. The assumptions are:

1. The electrons are independent, apart from a mean electrostatic potential $\phi$ that is uniform over the sheet.
2. Near neutrality the bands form cones $E=\pm v|\mathbf q|$, with two spins and two valleys. Here $\mathbf q$ is the wave vector measured from the cone's tip, the Dirac point.
3. A change of $\phi$ shifts the bands rigidly, and $v$ depends on neither $\phi$ nor $\tau$.
4. The sheet exchanges electrons with a reservoir of electrochemical potential $\tilde\mu$.

An electron in the potential $\phi$ has energy $-\phi$, so the Dirac point lies at $-\phi$, up to a constant set to zero. The electrochemical potential measured from the Dirac point is therefore

$$u=\tilde\mu-(-\phi)=\tilde\mu+\phi .$$

Let $n$ be the density of electrons in the upper cone and $p$ that of holes in the lower cone. The sheet charge density is $\sigma=-(n-p)$. At fixed $\tilde\mu$ we have $du=d\phi$, and the quantum capacitance per area is defined as

$$C_q=\frac{d(n-p)}{du}=-\frac{d\sigma}{d\phi}.$$

The minus sign reflects screening: a higher potential draws electrons in from the reservoir, which makes $\sigma$ more negative.

**Theorem.** Under these assumptions,

$$C_q(u,\tau)=\frac{2\tau}{\pi v^2}\ln\!\left[2\left(1+\cosh\frac u\tau\right)\right].$$

The sheet is neutral at $u=0$ and at no other $u$. There

$$C_q(0,\tau)=\frac{4\ln 2}{\pi v^2}\,\tau>0,$$

with equal contributions from electrons and holes.

## From the lattice to the density of states

**Lemma 1.** For a honeycomb lattice with one orbital per atom, equal site energies, no overlap between orbitals and nearest-neighbour hopping of size $t$, there are two Dirac points, and $v=3td/2$ for bond length $d$.

*Proof.* Each atom of one sublattice has three neighbours on the other. With site energy zero, the $2\times2$ Bloch matrix has zero diagonal and off-diagonal elements $-tF$ and $-tF^*$, where

$$F=1+e^{i\theta_1}+e^{i\theta_2},\qquad \theta_j=\mathbf k\cdot\mathbf a_j,\qquad \mathbf a_{1,2}=d\left(\tfrac32,\pm\tfrac{\sqrt3}{2}\right).$$

Its eigenvalues are $E=\pm t|F|$. The bands touch where $F=0$. The imaginary part then requires $\sin\theta_2=-\sin\theta_1$, so $\cos\theta_2=\pm\cos\theta_1$. The real part requires $\cos\theta_1+\cos\theta_2=-1$, which excludes the lower sign and gives $\cos\theta_1=\cos\theta_2=-\tfrac12$. The solutions are $(\theta_1,\theta_2)=\pm(2\pi/3,-2\pi/3)$, which are the two valleys.

Near the first, write $\omega=e^{2\pi i/3}=-\tfrac12+\tfrac{\sqrt3}{2}i$ and $A_j=\mathbf q\cdot\mathbf a_j$. To first order in $\mathbf q$,

$$F=i(\omega A_1+\omega^*A_2)
=i\left[-\tfrac12(A_1+A_2)+\tfrac{\sqrt3}{2}i(A_1-A_2)\right].$$

Since $A_1+A_2=3dq_x$ and $A_1-A_2=\sqrt3\,dq_y$, the bracket equals $-\tfrac{3d}{2}(q_x-iq_y)$. Hence $|F|=\tfrac{3d}{2}|\mathbf q|$ and $|E|=\tfrac{3td}{2}|\mathbf q|$. The other valley is related by complex conjugation and has the same slope. ∎

**Lemma 2.** The density of states per area is $D(E)=2|E|/(\pi v^2)$.

*Proof.* Upper-cone states below $E$ fill a disc of radius $q=E/v$ in each valley. One spin in one valley has $1/(2\pi)^2$ states per unit area of the sheet and per unit area of wave-vector space. With four spin-valley copies the count is

$$4\,\frac{\pi q^2}{(2\pi)^2}=\frac{q^2}{\pi}=\frac{E^2}{\pi v^2}.$$

Its derivative is $2E/(\pi v^2)$. The lower cone is the mirror image, which replaces $E$ by $|E|$. ∎

## Electrons, holes and their responses

The occupation of a level at $E$, measured from the Dirac point, is

$$f(E)=\frac{1}{e^{(E-u)/\tau}+1}.$$

A neutral sheet at zero temperature has a full lower cone and an empty upper cone. Counting departures from that state gives

$$n=\int_0^\infty D(E)f(E)\,dE,\qquad
p=\int_{-\infty}^0D(E)[1-f(E)]\,dE .$$

This keeps both densities finite although the lower cone is unbounded in the model. In the second integral put $E=-\varepsilon$. The probability that this level is empty is

$$1-\frac{1}{e^{(-\varepsilon-u)/\tau}+1}=\frac{1}{e^{(\varepsilon+u)/\tau}+1},$$

which is the occupation of a level at $+\varepsilon$ with $u$ replaced by $-u$. Therefore $p(u)=n(-u)$.

**Lemma 3.**

$$\frac{dn}{du}=\frac{2\tau}{\pi v^2}\ln(1+e^{u/\tau}),\qquad
-\frac{dp}{du}=\frac{2\tau}{\pi v^2}\ln(1+e^{-u/\tau}).$$

*Proof.* The occupation depends on $E-u$, so $\partial f/\partial u=-\partial f/\partial E$. Its exponential decay at large $E$ allows differentiation under the integral. Integration by parts gives

$$\frac{dn}{du}=\frac{2}{\pi v^2}\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{2}{\pi v^2}\left\{\big[-Ef\big]_0^\infty+\int_0^\infty f\,dE\right\}.$$

The boundary term vanishes at $E=0$ because of the factor $E$, and at infinity because $f$ decays exponentially. An antiderivative of $f$ is $-\tau\ln(1+e^{(u-E)/\tau})$. It vanishes at infinity, so the remaining integral is $\tau\ln(1+e^{u/\tau})$. This proves the first formula. Differentiating $p(u)=n(-u)$ gives $-dp/du=n'(-u)$, which is the second. ∎

*Proof of the theorem.* Adding the two responses, with $x=u/\tau$, gives

$$C_q=\frac{2\tau}{\pi v^2}\ln[(1+e^x)(1+e^{-x})]
=\frac{2\tau}{\pi v^2}\ln[2+e^x+e^{-x}],$$

and $e^x+e^{-x}=2\cosh x$. Both responses are positive, so $n-p$ increases strictly with $u$. It vanishes at $u=0$ because $p(0)=n(0)$, and hence nowhere else. At $u=0$ each logarithm in Lemma 3 is $\ln2$, so each kind of carrier supplies $2\ln2\,\tau/(\pi v^2)$. ∎

**Remark.** At neutrality the charges of electrons and holes cancel, but their responses add. A small rise $\delta u$ adds $(2\ln2\,\tau/\pi v^2)\,\delta u$ electrons per area and removes equally many holes. To first order the total number of carriers $n+p$ is unchanged, while $n-p$ changes by twice that amount.

## The link to thermally excited carriers

**Proposition.** At neutrality

$$n_0=p_0=\frac{\pi\tau^2}{6v^2},\qquad
C_q(0,\tau)=\frac{12\ln2}{\pi^2}\,\frac{n_0+p_0}{\tau}.$$

The numerical factor is the mean of $1-f$ over the thermal electrons, and equally the mean probability, over the thermal holes, that a hole state is free.

*Proof.* With $E=\tau x$,

$$n_0=\frac{2\tau^2}{\pi v^2}\int_0^\infty\frac{x\,dx}{e^x+1}.$$

For $x>0$, expand $1/(e^x+1)=\sum_{m\ge1}(-1)^{m+1}e^{-mx}$. The series alternates with decreasing terms, so stopping after $M$ terms leaves an error of at most $\int_0^\infty xe^{-(M+1)x}dx=1/(M+1)^2$ in the integral. This tends to zero, and integration term by term is allowed:

$$\int_0^\infty\frac{x\,dx}{e^x+1}=\sum_{m\ge1}\frac{(-1)^{m+1}}{m^2}
=\left(1-\frac{2}{4}\right)\sum_{m\ge1}\frac1{m^2}=\frac{\pi^2}{12}.$$

The bracket arises because the even terms, which sum to one quarter of $\sum1/m^2=\pi^2/6$, must be subtracted twice. This gives $n_0$.

Next, differentiating the occupation gives

$$-\frac{\partial f}{\partial E}=\frac1\tau\,\frac{e^{(E-u)/\tau}}{(e^{(E-u)/\tau}+1)^2}=\frac{f(1-f)}{\tau}.$$

At $u=0$ the two cones contribute equally, so

$$C_q(0,\tau)=\frac2\tau\int_0^\infty Df(1-f)\,dE,\qquad
n_0+p_0=2\int_0^\infty Df\,dE .$$

Thus $\tau C_q/(n_0+p_0)$ is the average of $1-f$ with weight $Df$. The theorem gives its value:

$$\frac{\tau C_q}{n_0+p_0}=\frac{4\ln2\,\tau^2/(\pi v^2)}{\pi\tau^2/(3v^2)}=\frac{12\ln2}{\pi^2}.$$

The mirror symmetry of the cones gives the statement for holes. ∎

A classical gas, in which every state is nearly empty, would have $1-f\approx1$ and a capacitance $(n_0+p_0)/\tau$. Here $f$ reaches $\tfrac12$ at the Dirac point, and the Pauli principle reduces the response.

The same integral measures charge fluctuations. The occupation number of one level is 0 or 1, hence equal to its own square, and its variance is $f-f^2=f(1-f)$. For independent levels in contact with a reservoir at fixed $u$, variances add, so the variance of the electron number, divided by the area of the sheet, is $\tau C_q$. The neutral sheet has zero mean charge but a fluctuating one. The electrostatic cost of a fluctuation is not included, because $u$ is held fixed.

## Shape of the minimum and the two limits

Since $1+\cosh x=2\cosh^2(x/2)$, the theorem can be written

$$C_q=\frac{4\tau}{\pi v^2}\ln\!\left[2\cosh\frac{u}{2\tau}\right],\qquad
\frac{dC_q}{du}=\frac{2}{\pi v^2}\tanh\frac{u}{2\tau}.$$

The slope has the sign of $u$, so neutrality is the minimum. Using $\ln\cosh y=y^2/2+O(y^4)$ with $y=u/2\tau$,

$$\frac{C_q(u,\tau)}{C_q(0,\tau)}=1+\frac{u^2}{8\ln2\,\tau^2}+O\!\left(\frac{u^4}{\tau^4}\right).$$

Away from neutrality, $2\cosh(u/2\tau)=e^{|u|/2\tau}(1+e^{-|u|/\tau})$ gives

$$C_q=\frac{2|u|}{\pi v^2}+\frac{4\tau}{\pi v^2}\ln(1+e^{-|u|/\tau}).$$

The first term is $D(u)$, the zero-temperature result. The second is the thermal excess. It is largest at $u=0$ and approaches $(4\tau/\pi v^2)e^{-|u|/\tau}$ for $|u|\gg\tau$. As $\tau\to0$ the sharp corner at $u=0$ returns, and the neutrality value falls linearly to zero.

**A gapped sheet.** The linear law depends on the cones touching. Suppose instead that $E=\pm\sqrt{v^2q^2+\Delta^2}$. The count in Lemma 2 becomes $(E^2-\Delta^2)/(\pi v^2)$, so $D=2|E|/(\pi v^2)$ for $|E|>\Delta$ and zero inside the gap. At $u=0$ the integration by parts now starts at $\Delta$:

$$C_q=\frac{4}{\pi v^2}\left[\frac{\Delta}{e^{\Delta/\tau}+1}+\tau\ln(1+e^{-\Delta/\tau})\right].$$

For $\Delta=0$ this is the theorem's value. For $\Delta\gg\tau$ it tends to $(4/\pi v^2)(\Delta+\tau)e^{-\Delta/\tau}$: with few thermal carriers, little capacitance remains.

**Uneven potential.** Suppose the sheet consists of large patches with different local $u$, acting in parallel and shifting together. The total response is then the area average of $C_q(u,\tau)$. Because $u=0$ is the minimum, any spread in $u$ raises the average above $C_q(0,\tau)$. A nonzero minimum therefore does not by itself establish a thermal origin. For example, at $\tau=0.025$ eV a Gaussian spread of $u$ with standard deviation $0.05$ eV raises the average to about $1.5\,C_q(0,\tau)$, and the same spread at zero temperature already gives about $1.15$ times the thermal value.

The theorem also does not cover a metal contact that hybridizes with graphene and changes its density of states, or interactions that make $v$ depend on density or temperature. These interactions are not weak: with $v=6.3$ eV Å the coupling $e^2/(\kappa v)$ is about $2.3/\kappa$ for surroundings of dielectric constant $\kappa$. Since $C_q\propto1/v^2$, the neutrality value is sensitive to $v$. The model slope corresponds to a velocity of $0.96\times10^6$ m/s and gives $0.891$ µF/cm² at $\tau=0.025$ eV, while $1.1\times10^6$ m/s would give $0.674$ µF/cm².

## Graphene opposite a metal gate

Let a metal gate lie at distance $s$ across an insulator of dielectric constant $\kappa$. Overall neutrality puts a charge density $\rho=n-p$ on the gate. Gauss's law gives a field $4\pi\rho/\kappa$ between the sheets, so

$$\phi_G-\phi=\frac{4\pi s}{\kappa}\rho=\frac{\rho}{C_g},\qquad C_g=\frac{\kappa}{4\pi s}.$$

The electrochemical potential of the gate is $\tilde\mu_G=\mu_G-\phi_G$, where $\mu_G$ is taken as constant. This treats the gate as an ideal metal, which the field does not enter. In a real metal the field reaches in over a screening length of roughly half an ångström, which can be neglected only if $s/\kappa$ is much larger. That of graphene is $\tilde\mu=u-\phi$. Their difference is

$$\tilde\mu-\tilde\mu_G=u+(\phi_G-\phi)-\mu_G .$$

Let $V$ be this difference measured from its value at neutrality, which removes the constant $-\mu_G$. Then

$$V=u+\frac{n-p}{C_g}.$$

Differentiation with respect to $n-p$ gives the total capacitance $C=d(n-p)/dV$:

$$\frac1C=\frac1{C_q}+\frac1{C_g},\qquad
\frac{du}{dV}=\frac{C}{C_q}=\frac{C_g}{C_g+C_q}.$$

A part $du$ of each bias step moves the electrochemical potential through the cone, and the rest drops across the insulator. At $\tau=0$ and neutrality $C_q=0$, so $C=0$. Thermal carriers make it nonzero.

## Worked example

The round parameters $t=3$ eV and $d=1.4$ Å give $v=1.5\times3\times1.4=6.3$ eV Å. With $\tau=0.025$ eV,

$$C_q(0,\tau)=\frac{4\times0.6931\times0.025}{\pi\times6.3^2}=5.559\times10^{-4}\ \text{eV}^{-1}\text{Å}^{-2}.$$

This is $C_q/e^2$; restoring the charge gives the opening value of $0.891$ µF/cm². The carrier densities are

$$n_0=p_0=\frac{\pi\times0.025^2}{6\times6.3^2}=8.245\times10^{-6}\ \text{Å}^{-2}.$$

The classical estimate $(n_0+p_0)/\tau$ is $6.596\times10^{-4}$ eV⁻¹ Å⁻². Multiplication by the Pauli factor $0.8428$ recovers $5.559\times10^{-4}$.

The next table gives $u$ in eV and capacitances in $10^{-4}$ eV⁻¹ Å⁻².

| $u$ | electrons | holes | total | $\tau=0$ |
|---|---|---|---|---|
| 0 | 2.779 | 2.779 | 5.559 | 0 |
| 0.025 | 5.266 | 1.256 | 6.522 | 4.010 |
| 0.050 | 8.529 | 0.509 | 9.038 | 8.020 |
| 0.100 | 16.113 | 0.073 | 16.185 | 16.040 |

At $u=\tau$ the quadratic formula predicts a ratio of $1.180$ to the neutrality value, while the table gives $6.522/5.559=1.173$. At $u=4\tau$ the thermal excess is $0.146$ in the table's unit (from unrounded values), about $0.9\%$ of the total, and holes hardly respond.

The size of the cone error within the nearest-neighbour model follows from its full lattice bands, summed over a uniform $1200\times1200$ mesh in the Brillouin zone, with a central difference in $u$. At neutrality the lattice capacitance exceeds the cone value by $1.8\times10^{-4}$ of that value. At twice the thermal energy the excess is $7.25\times10^{-4}$, about four times as large.

This scaling has a reason. Along a line through the Dirac point $E^2$ is a smooth function of the signed distance $q$, so the positive root has an expansion $q(E)=E/v+aE^2+\cdots$. The root in the opposite direction has length $-q(-E)$. The sum of the two squared lengths is even in $E$, and so is the enclosed area after averaging over directions. The first relative correction to the state count is thus of order $E^2/t^2$, and thermal averaging makes it of order $\tau^2/t^2$. The argument uses the electron-hole symmetry of the nearest-neighbour model. A second-neighbour hopping $t'$ adds a term odd in $E$, of relative order $t'E/t^2$. For $t'=0.3$ eV neutrality moves off the Dirac point by about $1.6\times10^{-4}$ eV and the excess there becomes $2.1\times10^{-4}$, still growing as $\tau^2$. At $u=\pm0.1$ eV the cone error is then about $1\%$, with opposite signs, against $6\times10^{-4}$ for $t'=0$.

For an ideal metal gate with $s=10$ Å and $\kappa=4$, $C_g=2.2105\times10^{-3}$ eV⁻¹ Å⁻². Here $s/\kappa$ is only $2.5$ Å, so screening in a real metal matters: adding $0.5$ Å to $s/\kappa$ lowers the total capacitance by about $4\%$ at neutrality and by about $11\%$ at $V=0.2$ eV. The numbers below illustrate the formulas and do not predict a particular device. At neutrality

$$C=\frac{5.559\times10^{-4}\times2.2105\times10^{-3}}{5.559\times10^{-4}+2.2105\times10^{-3}}
=4.442\times10^{-4}\ \text{eV}^{-1}\text{Å}^{-2},$$

or $0.712$ µF/cm². This is about one fifth of $C_g$, and $du/dV=0.799$: most of a small bias step moves the electrochemical potential through the cone.

At $V=0.2$ eV the charge balance was solved numerically, with $n$ and $p$ from integration over wave number. The solution is $u=0.1307$ eV and $n-p=1.533\times10^{-4}$ Å⁻². With one more digit of the density, the insulator takes $1.5329\times10^{-4}/(2.2105\times10^{-3})=0.0693$ eV, which completes the bias. Now $C_q=2.100\times10^{-3}$ eV⁻¹ Å⁻² is close to $C_g$. The bias step is shared almost equally, with $du/dV=0.513$, and the total capacitance has risen to $1.725$ µF/cm².

Numerical values quoted here were computed with a short program.
